Why silicon hole layers conduct better on (110) than on (001)

**Q:** My p-channel silicon transistors carry more current on (110) wafers, with the channel along a [110]-type direction, than on (001) wafers with the channel along [110]. The silicon is unstrained in both. The crystal is the same, so what has changed?

**A:** The direction of confinement. In bulk cubic silicon the low-field conductivity is a second-rank tensor, which cubic symmetry makes isotropic, so no channel direction can win. A thin layer breaks that symmetry by choosing which valence states lie lowest.

I use the six-band k·p model: three p orbitals X, Y, Z, each with two spins. Hole energies are counted upward from the valence edge, and k² = k_x² + k_y² + k_z². In units of ħ²/2m0 the orbital part is

H_xx = L k_x² + M(k² − k_x²), H_xy = N k_x k_y, and cyclic,

L = γ1 + 4γ2, M = γ1 − 2γ2, N = 6γ3,

with γ1 = 4.285, γ2 = 0.339, γ3 = 1.446. Spin-orbit coupling adds (Δ/3)(1 − L·σ), where L·σ is the orbital angular momentum vector (in units of ħ, not the number L above) dotted into the Pauli matrices, and Δ = 44 meV. Its eigenvalues are 0 and Δ.

**Q:** What are the masses of these orbitals along a [110]-type direction?

**A:** Put k_x = k_y = k/√2, k_z = 0. Then H_xx = H_yy = (L+M)k²/2 and H_xy = Nk²/2. The eigenstates are (X+Y)/√2, pointing along k, and (X−Y)/√2, pointing across it. Since L + M = 2γ1 + 2γ2, their inverse masses m0/m are

along itself: (L+M+N)/2 = γ1 + γ2 + 3γ3 = 8.962, so m = 0.112 m0,

across: (L+M−N)/2 = γ1 + γ2 − 3γ3 = 0.286, so m = 3.50 m0.

For motion along [001] both have M = 3.607, so m = 0.277 m0. A p orbital thus moves easily along its own axis and poorly along the perpendicular [110]-type axis.

**Q:** How does confinement choose between them?

**A:** Take a hard wall at z = 0 and a uniform field F. For one orbital with confinement mass m_n, leaving spin-orbit coupling aside,

−(ħ²/2m_n)ψ″ + eFzψ = Eψ, ψ(0) = 0.

The decaying solution is Ai(z/ℓ − E/(eFℓ)) with ℓ³ = ħ²/(2m_n eF). The first zero of Ai is at −2.338, so the wall condition gives E1 = 2.338 eFℓ, or

E1 = 2.338 (ħ²/2m_n)^(1/3) (eF)^(2/3).

The heaviest confinement mass gives the lowest level.

For numbers, take 6×10¹² holes/cm² and 2×10¹² depletion charges/cm² at 300 K on both surfaces. A hole with p′ holes per area deeper than itself feels e(N_dep + p′)/ε. Averaging p′ from 0 to p gives

F = e(N_dep + p/2)/ε = (8.01×10⁻⁷ C/cm²)/(1.036×10⁻¹² F/cm) = 0.773 MV/cm.

On (110), the orbital lying in the plane along the channel [1-10] is across the normal, so its confinement mass is 3.50 m0 and E1 = 94 meV. On (001), both in-plane orbitals have confinement mass 0.277 m0 and E1 = 219 meV. The (110) ground state is therefore the orbital that is light along the channel, while on (001) the light and heavy orbitals are degenerate.

**Q:** Doesn't spin-orbit coupling mix them again?

**A:** On (110), hardly. A real orbital has zero mean L·σ, so the first-order shift is Δ/3 = 14.7 meV, giving 108.8 meV; the full calculation gives 107.4 meV. The ground pair remains 99% channel orbital. The next subband is 69.9 meV higher, close to the second Airy level of the same orbital: 94.1 × (4.088/2.338 − 1) = 70.4 meV.

On (001), the degenerate in-plane orbitals combine into circular states. One pair has L·σ = 1 and stays at 219.0 meV. The other has L·σ = −1 and rises by 2Δ/3 to 248.3 meV. It also couples, with strength √2Δ/3 = 20.7 meV, to Z, whose Airy level is 219.0 × (5.641/3.607)^(1/3) = 254.2 meV, or 268.9 meV with its shift Δ/3. Taking equal envelopes, the lower root of this two-level problem is

258.6 − √(10.3² + 20.7²) = 235.5 meV.

The estimated gap is 16.5 meV and the computed one 16.7 meV, less than kT = 25.9 meV. The ground pair is half channel orbital and half transverse orbital.

**Q:** An equal mixture should have an average mass, which doesn't sound so bad.

**A:** At k = 0 it is the inverse masses that average, and repulsion by other subbands then lowers the result. Write H = H0 + kB + k²C for k along the channel. Second-order perturbation theory, averaged over the spin pair, gives

m0/m = (2m0/ħ²)[⟨C⟩ − Σ_n |⟨n|B|1⟩|²/(E_n − E1)].

Here n runs over all states outside the pair. The linear term drops out of the average because time reversal exchanges k and −k within the pair. On (001) the bare part is (8.962 + 0.286)/2 = 4.62; repulsion by higher subbands removes 1.71, leaving 2.91. On (110) the bare part is 8.92 and repulsion removes 0.23, leaving 8.68 before rounding of the parts. One reason for the difference is that the kinetic coupling of an in-plane orbital to the normal one is N = 8.68 on (001), but for the channel orbital on (110) it is L − M = 6γ2 = 2.03.

The average mass on (001) does not last, however. Keep the two in-plane orbitals, let k run along [110], and set x = ħ²k²/2m0. Measured from the subband minimum, each spin has the matrix

[ 8.962x + Δ/3, iΔ/3 ; −iΔ/3, 0.286x + Δ/3 ],

with i → −i for the other spin. Its lower eigenvalue is

E = Δ/3 + 4.624x − √[(4.338x)² + (Δ/3)²].

For small x the slope is 4.624, the average. For large x it tends to 4.624 − 4.338 = 0.286: the hole has become the transverse orbital, with mass 3.50 m0. The change occurs near 4.338x = Δ/3, or x = 3.38 meV, where E = 14.7 + 15.6 − 20.7 = 9.6 meV. This two-orbital estimate leaves out the repulsion found above. In the full six-band model the two spin branches lie only about 5 and 7 meV above the minimum at that x, and the lower one is already 78% transverse orbital. All these energies are well below kT, so thermal holes reach the heavy part.

**Q:** Can I see this in the constant-energy contours?

**A:** Take the lowest subband at 50 meV above its minimum. Setting E = 50 meV in the last formula gives x = 124.2 meV. With ħ²/2m0 = 0.0381 eV nm², k = √(0.1242/0.0381) = 1.81 nm⁻¹. The full calculation gives 1.82 nm⁻¹ along both [110]-type axes and 1.25 nm⁻¹ along [100]: a large figure with four long points on the [110]-type axes and slight bulges along the [100]-type axes.

The [100] value is also large. Without the kinetic coupling N k_x k_z between X and Z, every orbital would have an in-plane inverse mass of at least 3.607 along [100], and the spin-orbit term cannot be negative. The contour could then reach at most √[0.050/(0.0381 × 3.607)] = 0.60 nm⁻¹. In this model the excess must come from that X–Z coupling.

On (110) the contour is a small oval: 0.395 nm⁻¹ along the channel and 0.605 nm⁻¹ along [001]. The bare orbital masses predict 0.383 and 0.603 nm⁻¹. Defining a contour mass by ħ²k²/(2 × 50 meV), the channel values are 0.12 m0 on (110) and 2.5 m0 on (001).

**Q:** Current is carried by all the holes, though. Which mass enters the mobility?

**A:** Let an electric field 𝓔 act along the channel and assume one relaxation time τ. The Boltzmann equation gives δf = −e𝓔τ v1 ∂f/∂E. Summing e v1 δf over states and equating the current to epμ𝓔 gives

μ = eτ/m_c, 1/m_c = (1/p) Σ ∫ v1² (−∂f/∂E) d²k/(2π)²,

where the sum covers subbands and spin branches. Because v1 ∂f/∂E = (1/ħ)∂f/∂k1, integration by parts turns this into the average of (1/ħ²)∂²E/∂k1² over the occupied states. For a parabolic band it returns the ordinary mass.

The results are 0.70 m0 on (001) and 0.18 m0 on (110) along the channel. At equal τ, equal density and equal field, the mobility gain is 0.701/0.183 = 3.8. The third digits are not converged: a different basis along z and a finer k grid move the (001) mass to 0.704 m0 and the gain from 3.84 to 3.85.

The (110) value exceeds its band-bottom mass, 1/8.68 = 0.115 m0. Thermal spread into the nonparabolic part of the band raises it even at low density, and the small density of states adds to this by forcing holes upward: the Fermi level is 44 meV above the subband minimum, against 25 meV below it on (001). Only 85% of the orbital content of all (110) holes is the channel orbital. Turn the (110) channel to [001] and the mass doubles to 0.37 m0, so both the surface and the channel direction matter.

**Q:** Why should τ be equal? The (110) layer looks thinner.

**A:** It need not be. Consider acoustic phonons as slow, local strain s with energy density Cs²/2. Equipartition gives ⟨s(r)s(r′)⟩ = (kT/C)δ(r − r′). With a scalar potential Ξs, the golden rule gives the rate out of state i:

1/τ_i = (2π/ħ)(Ξ²kT/C) Σ_f ∫ |ψ_f†ψ_i|² dz δ(E_i − E_f),

with the final states counted per unit area. For one simple subband this is proportional to the density of states divided by the layer width W = 1/∫|ψ|⁴dz. The width falls from 2.90 nm on (001) to 1.27 nm on (110), which hurts (110). The density of states, averaged over the lowest 50 meV, falls from 7.2 to 0.81 per eV nm², which helps it more.

With rough values Ξ = 10 eV and C = 190 GPa, the effective times μm_c/e are 69.5 fs and 118 fs. The mobilities follow:

(001): (1.759×10¹¹ C/kg)(69.5×10⁻¹⁵ s)/0.701 = 0.0174 m²/Vs = 174 cm²/Vs,

(110): about 1140 cm²/Vs by the same relation.

Their ratio, 3.84 × 1.70 = 6.5 (6.6 with the finer numerical setting), does not depend on Ξ or C.

**Q:** I have never seen a factor of 6.5.

**A:** Nor should you expect it from this calculation. The chosen density is typical of strong inversion, and the implied oxide field of 3.7 MV/cm is below the rough 10 MV/cm breakdown scale. Measured gains are roughly a factor of two, so what the model omits or simplifies accounts for a factor of roughly three; I cannot divide that factor among its causes. Surface roughness, Coulomb scattering and optical phonons are missing, as is scattering back into the current-carrying states. Optical phonons should hurt (110) more in one respect: about half of its holes lie more than 62 meV above the minimum, where they have enough energy to emit such a phonon, against about a fifth on (001). Filled final states block part of that emission, and a larger part on (110), where the Fermi level is higher. The absolute mobilities are not device predictions.

**Q:** Is the mass advantage itself fragile?

**A:** Its size is moderately sensitive. The small number 0.286 is a difference of large ones: lowering γ3 by 3% raises it to 0.416. On a coarser k grid, where the reference gain is 3.91, this lowers the gain to 3.37. Replacing the mean field by the surface field, 1.24 MV/cm, raises it to 4.42. That rerun shows how the gain depends on the strength of a uniform field. It does not test the uniform shape, because in a real layer the field falls with depth as holes screen it; that would need a self-consistent potential. The hard wall also neglects leakage into the oxide. For an assumed barrier V = 4.5 eV and oxide mass m_ox = 0.4 m0, the decay length is √(ħ²/(2m_ox V)) ≈ 0.15 nm. Moving the hard wall back by that distance would lower a level by eF times it, about 11 meV. Continuity of ψ and ψ′/m at the wall multiplies the distance by m_ox/m_n, so the shift is about 16 meV for the 0.277 m0 orbitals and 1 meV for the 3.50 m0 orbital. Both are small beside the orbital separation on (110). On (001) the Z orbital, with confinement mass 1/5.641 = 0.177 m0, shifts by about 25 meV, 9 meV more than the in-plane orbitals. That is about a quarter of their 35 meV separation, and its effect on the gain is not computed here.

The cause can be switched off. If γ3 = γ2, then N = L − M and the orbital matrix becomes Mk² plus (L − M)k_i k_j, which has no preferred crystal axes. The two surfaces must then have identical subbands; at the in-plane wave vector tested, (0.5, 0.3) nm⁻¹, they agree to better than 10⁻¹¹ meV.

Weaker confinement reduces the advantage. The orbital separation, 219 − 94 = 125 meV, scales as F^(2/3) and falls to kT near 0.773 × (25.9/125)^(3/2) ≈ 0.07 MV/cm. Around that field several orbitals share the holes on (110). The advantage does not vanish there; it shrinks gradually as the layer approaches the isotropic bulk. Strain would add its own orbital splittings, so this comparison should not be carried over to strained channels. The numerical output lists the remaining values for both surfaces.

Computed results

```
Luttinger g1, g2, g3: 4.285, 0.339, 1.446; spin-orbit 44 meV
T 300 K, kT 25.85 meV; Si permittivity 11.7
holes 6.0e+12, depletion charge 2.0e+12 cm^-2
mean field 0.773, surface field 1.237 MV/cm
orbital m0/m: along itself 8.962, across 0.286, [001] 3.607
orbital masses: 0.112, 3.50, 0.277 m0
bulk heavy hole [110]: m0/m 1.757 (formula 1.758)
Airy E1, no spin-orbit: (001) 219.0, (110) 94.1 meV
same from matrix: (001) 219.0, (110) 94.1 meV
isotropic band g3=g2: largest surface difference 3.7e-12 meV
--- surface (001); axis 1 = channel, axis 2 = across
E1 219.0 meV, next subband higher by 16.7 meV
mean depth 1.89 nm, effective width 2.90 nm
channel-orbital share: k=0 0.500, all holes 0.367
m0/m at k=0, axis 1: bare 4.62, repulsion -1.71, total 2.91
m0/m at k=0, axis 2: bare 4.62, repulsion -1.71, total 2.91
50 meV contour k at 0, 45, 90 deg: 1.824, 1.253, 1.824 1/nm
Fermi level minus E1 -24.8 meV; holes in lowest pair 0.706
transport mass: axis 1 0.701, axis 2 0.701 m0
mean density of states, lowest 50 meV: 7.22 per eV nm^2
acoustic mobility: axis 1 174, axis 2 174 cm2/Vs
effective acoustic time, axis 1: 69.5 fs
share of holes above E1 + 62 meV: 0.213
--- surface (110); axis 1 = channel, axis 2 = across
E1 107.4 meV, next subband higher by 69.9 meV
mean depth 0.82 nm, effective width 1.27 nm
channel-orbital share: k=0 0.993, all holes 0.848
m0/m at k=0, axis 1: bare 8.92, repulsion -0.23, total 8.68
m0/m at k=0, axis 2: bare 3.62, repulsion -0.02, total 3.60
50 meV contour k at 0, 45, 90 deg: 0.395, 0.504, 0.605 1/nm
Fermi level minus E1 44.5 meV; holes in lowest pair 0.827
transport mass: axis 1 0.183, axis 2 0.368 m0
mean density of states, lowest 50 meV: 0.81 per eV nm^2
acoustic mobility: axis 1 1139, axis 2 553 cm2/Vs
effective acoustic time, axis 1: 118.3 fs
share of holes above E1 + 62 meV: 0.520
--- comparison (110) over (001), along the channel
gain from transport mass alone: 3.838
acoustic time ratio 1.703, mobility ratio 6.535
mass gain: coarse grid 3.907, surface field 4.416, g3 -3% 3.372
assumed: deformation potential 10 eV, elastic constant 190 GPa
optical phonon occupation at 62 meV: 0.100
oxide field 3.71 MV/cm
wall decay length 0.145 nm (barrier 4.5 eV, mass 0.4 m0), shift ~11 meV
```
